# Rosenfeld rotatory strength: derivation, sum over states and choice of origin

## Second half: sum over states, choice of origin and two models

The symbols are those of the first half. The electric dipole is \(\boldsymbol\mu=-\sum_j\mathbf r_j\), the magnetic dipole is \(\mathbf m=-\tfrac12\mathbf L\) with \(\mathbf L=\sum_j\mathbf r_j\times\mathbf p_j\), and \(\mathbf P=\sum_j\mathbf p_j\). For a transition from the nondegenerate ground state \(|0\rangle\) to \(|n\rangle\) with energy \(\omega=E_n-E_0\), the rotatory and dipole strengths are

\[
R_n=\mathrm{Im}[\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}],\qquad D_n=|\boldsymbol\mu_{0n}|^2 .
\]

Exact eigenstates obey \(\mathbf P_{n0}=-i\omega\boldsymbol\mu_{n0}\), equation (3). The dissymmetry factor of a randomly oriented sample is \(g=4R_n/(cD_n)\), equation (5).

### (e) The sum over all states

Find \(\sum_nR_n\) over all excited states, and say what it implies for the spectrum.

**Solution.** Include the term \(n=0\) for the moment. The states form a complete set, with the continuum counted as an integral, so \(\sum_n|n\rangle\langle n|=1\) and

\[
\sum_n\mathrm{Im}[\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}]=\mathrm{Im}\langle0|\boldsymbol\mu\cdot\mathbf m|0\rangle,
\qquad
\boldsymbol\mu\cdot\mathbf m=\frac12\sum_{i,j}\mathbf r_i\cdot(\mathbf r_j\times\mathbf p_j).
\]

For \(i=j\) the operator is \(\epsilon_{abc}r_ar_bp_c\). The product \(r_ar_b\) is symmetric in \(a,b\) and \(\epsilon_{abc}\) is antisymmetric, so this is zero as an operator.

For \(i\ne j\) the factors \(\mathbf r_i\) and \(\mathbf r_j\times\mathbf p_j\) are Hermitian and act on different electrons. They commute, their product is Hermitian, and its expectation value is real.

The term \(n=0\) is a product of two expectation values of Hermitian operators. It is real and may be removed. Therefore

\[
\sum_{n\neq0}R_n=0 .
\tag{6}
\]

To read this as a statement about spectra, convert the rate into a cross section. The potential of the first half has the mean squared electric field \(2\omega^2A_0^2\), hence the intensity \((c/4\pi)\,2\omega^2A_0^2\). The difference of the averaged rates is \(2\pi A_0^2\,(4\omega^2R_n/3c)\) times the delta function. Multiplying by the photon energy \(\omega\) and dividing by the intensity gives

\[
\Delta\sigma(\omega)=\frac{16\pi^2\omega}{3c^2}\sum_nR_n\,\delta(\omega-E_n+E_0),
\qquad
\int_0^\infty\frac{\Delta\sigma(\omega)}{\omega}\,d\omega=0 .
\]

Bands that favour left circular light are balanced by bands that favour right circular light. Equation (6) is an identity for matrix elements. The integral over the spectrum also needs the first-order expansion in \(k\), which fails at frequencies so high that the wavelength is comparable with the molecule.

A partial sum has no reason to vanish. A measurement over a limited range of frequencies can show a net excess of one sign.

### (f) The velocity form and the origin

Replacing \(\boldsymbol\mu_{0n}\) by \(\mathbf P_{0n}/(i\omega)\) in \(R_n\) gives the velocity form

\[
R_n^{v}=\mathrm{Im}\!\left[\frac{\mathbf P_{0n}}{i\omega}\cdot\left(-\frac{\mathbf L_{n0}}2\right)\right]
=\frac{1}{2\omega}\mathrm{Re}[\mathbf P_{0n}\cdot\mathbf L_{n0}],
\tag{7}
\]

where \(-1/i=i\) and \(\mathrm{Im}(iz)=\mathrm{Re}\,z\) were used. The angular momentum depends on the point about which it is taken. Show that \(R_n^v\) does not, and state what the proof requires of the two states.

**Solution.** Move the origin to the point \(\mathbf a\), keeping the states themselves fixed in space. The momentum \(\mathbf P\) is unchanged, and

\[
\mathbf L'=\sum_j(\mathbf r_j-\mathbf a)\times\mathbf p_j=\mathbf L-\mathbf a\times\mathbf P .
\]

The change of the velocity form is

\[
\Delta R_n^v=-\frac1{2\omega}\mathrm{Re}[\mathbf P_{0n}\cdot(\mathbf a\times\mathbf P_{n0})]
=-\frac1{2\omega}\mathrm{Re}[\mathbf a\cdot(\mathbf P_{n0}\times\mathbf P_{0n})],
\]

by cyclic exchange in the triple product. Write \(\mathbf P_{n0}=\mathbf x+i\mathbf y\) with real vectors \(\mathbf x,\mathbf y\). Since \(\mathbf P\) is Hermitian, \(\mathbf P_{0n}=\mathbf x-i\mathbf y\), and

\[
(\mathbf x+i\mathbf y)\times(\mathbf x-i\mathbf y)=-i\,\mathbf x\times\mathbf y+i\,\mathbf y\times\mathbf x=-2i\,\mathbf x\times\mathbf y .
\]

This is purely imaginary and \(\mathbf a\) is real, so \(\Delta R_n^v=0\).

The proof uses \(\mathbf P_{0n}=\mathbf P_{n0}^*\) and nothing else about the states. They may be approximate, real or complex, and \(\omega\) may be any fixed number. An approximate method whose two transition moments are not complex conjugates of each other falls outside the proof.

There is a physical reason for this. Moving the origin multiplies the full amplitude \(T\) of part (a) by the phase \(e^{-i\mathbf k\cdot\mathbf a}\), which leaves \(|T|^2\) unchanged. Each order in \(k\) must then be unchanged separately, and (2) shows that the first order, averaged over orientations, is proportional to \(\mathrm{Re}[\mathbf P_{0n}\cdot\mathbf L_{n0}]\).

If \(V\) is nonlocal, as with some effective potentials, \(\mathbf P_{n0}=-i\omega\boldsymbol\mu_{n0}\) no longer follows. Expression (7) remains origin independent, but it need not equal \(R_n\).

### (g) The length form and the origin

Under what condition is the length form \(\mathrm{Im}[\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}]\) independent of the origin?

**Solution.** The magnetic moment becomes \(\mathbf m'=\mathbf m+\tfrac12\mathbf a\times\mathbf P\). The electric dipole changes by a constant, which has no matrix element between orthogonal states. Thus

\[
\Delta R_n=\tfrac12\mathrm{Im}[\boldsymbol\mu_{0n}\cdot(\mathbf a\times\mathbf P_{n0})].
\]

Let \(\mathbf d=\mathbf P_{n0}+i\omega\boldsymbol\mu_{n0}\) measure the violation of (3), and insert \(\mathbf P_{n0}=-i\omega\boldsymbol\mu_{n0}+\mathbf d\). The first part contributes

\[
\tfrac12\mathrm{Im}[-i\omega\,\mathbf a\cdot(\boldsymbol\mu_{n0}\times\boldsymbol\mu_{0n})]
=-\tfrac\omega2\mathrm{Re}[\mathbf a\cdot(\boldsymbol\mu_{n0}\times\boldsymbol\mu_{0n})]=0,
\]

because a vector crossed with its complex conjugate is imaginary. What remains is

\[
\Delta R_n=\tfrac12\mathrm{Im}[\boldsymbol\mu_{0n}\cdot(\mathbf a\times\mathbf d)],
\qquad
|\Delta R_n|\le\tfrac12|\mathbf a|\,|\boldsymbol\mu_{0n}|\,|\mathbf d| .
\tag{8}
\]

By cyclic exchange \(\Delta R_n=\tfrac12\,\mathbf a\cdot\mathrm{Im}(\mathbf d\times\boldsymbol\mu_{0n})\), so the length form is independent of the origin exactly when \(\mathrm{Im}(\mathbf d\times\boldsymbol\mu_{0n})=0\). It is sufficient that (3) holds, as it does for exact eigenstates. In a finite basis \(\mathbf d\) is generally not zero. The change \(\Delta R_n\) is then linear in \(\mathbf a\), and it vanishes for displacements perpendicular to \(\mathrm{Im}(\mathbf d\times\boldsymbol\mu_{0n})\). It adds to the error that the length form already has at the first origin, and may increase or reduce it.

### (h) One electron in a helix of wells

An electron moves in the harmonic trap \(\tfrac12(0.2)^2r^2\) with four Gaussian wells \(-v_s\exp(-0.3|\mathbf r-\mathbf c_s|^2)\). Their centres lie on a right-handed helix:

- \(\mathbf c_1=(2,0,-3)\), \(v_1=0.8\)
- \(\mathbf c_2=(0,2,-1)\), \(v_2=0.6\)
- \(\mathbf c_3=(-2,0,1)\), \(v_3=0.6\)
- \(\mathbf c_4=(0,-2,3)\), \(v_4=0.7\)

Lengths are in bohr and energies in hartree. These are model parameters and describe no particular molecule. The trap makes the whole spectrum discrete.

The Hamiltonian is diagonalized in products of oscillator functions centred at the origin, up to a largest total number of quanta. Their frequency is 0.4 hartree, higher than that of the trap, and the results in a small basis depend on this choice. The small basis allows 3 quanta (20 functions) and the large one 18 quanta (1330 functions). Origin A is the centre of the trap and origin B is \((10,-10,5)\) bohr. Use the results to examine parts (c) to (g).

**Solution.** In the large basis the first five transitions have these velocity strengths:

| \(n\) | \(\omega\) (hartree) | \(R_n^v\) (a.u.) |
|---|---|---|
| 1 | 0.1588 | +0.0043 |
| 2 | 0.2663 | −0.0254 |
| 3 | 0.3462 | +0.0414 |
| 4 | 0.4396 | −0.0012 |
| 5 | 0.4509 | −0.0311 |

Both signs occur within one molecule, so the handedness of the helix does not by itself fix the sign of a band. Reversing the helix reverses each sign, which the program tests in a basis of up to 6 quanta.

*Dissymmetry.* The largest \(|R_n|\) of the five, though neither the largest \(D_n\) nor the largest \(|g|\), belongs to \(n=3\), with \(R_3=0.04136\) a.u., or \(19.5\times10^{-40}\) esu² cm², and \(D_3=1.2387\) a.u. Equation (5) gives

\[
g=\frac{4\times0.04136}{137.036\times1.2387}=9.75\times10^{-4}.
\]

The program also integrates the full plane-wave amplitude in space and averages its square over directions, without expanding in \(k\). The two values of \(g\) are \(9.747336\times10^{-4}\) from plane waves and \(9.747378\times10^{-4}\) from the formula. They differ by about \(4\times10^{-6}\) of their value. Here \(k=0.3462/137.036=2.5\times10^{-3}\) bohr\(^{-1}\), so \(k^2=6\times10^{-6}\) bohr\(^{-2}\). Replacing \(\mathbf k\) by \(-\mathbf k\) at a fixed polarization vector turns left into right circular light. After averaging over directions, the difference of the two rates is therefore odd in \(k\) and their mean is even, so the relative correction to (5) is \(k^2\) times a squared length. The observed difference corresponds to a squared length of about 0.7 bohr\(^2\). This coefficient is not derived here, and the program does not vary \(k\) to test the scaling.

*Origin.* The change of the length form is \(\tfrac12\,\mathbf a\cdot\mathrm{Im}(\mathbf d\times\boldsymbol\mu_{0n})\), so it depends on the size of this vector for each state and on its angle with \(\mathbf a\). In the small basis the vector has length 0.0095, 0.0007 and 0.0146 a.u. for \(n=1,2,3\). It lies nearly along the line from A to B for \(n=1\) and \(n=3\), and nearly perpendicular to it for \(n=2\). In the small basis the move from A to B changes it strongly for \(n=1\) and \(n=3\) and very little for \(n=2\):

| \(n\) | length, A | length, B | velocity, A and B |
|---|---|---|---|
| 1 | +0.0004 | −0.0673 | +0.0035 |
| 2 | −0.0150 | −0.0152 | −0.0156 |
| 3 | +0.0238 | +0.1260 | +0.0209 |

For \(n=1\) even the sign changes. The velocity form is the same at both origins, as part (f) requires. The largest component of \(\mathbf d\) among the first five states is \(3\times10^{-2}\) a.u. in the small basis and \(1.6\times10^{-7}\) a.u. in the large one.

For \(n=3\) in the large basis, \(|\mathbf a|=\sqrt{100+100+25}=15\) bohr, \(|\boldsymbol\mu_{0n}|\approx\sqrt{1.2387}=1.11\) a.u. and \(|\mathbf d|\le\sqrt3\times1.6\times10^{-7}=2.8\times10^{-7}\) a.u. The bound (8) then gives

\[
|\Delta R_3|\le\tfrac12\times15\times1.11\times2.8\times10^{-7}\approx2.3\times10^{-6}\ \text{a.u.}
\]

Origin independence is not accuracy. The small basis gives \(R_3^v=0.0209\) a.u., about half the value 0.0414 a.u. of the large basis, and it does so at either origin.

*Sum rule.* In the large basis the first five strengths add up to \(-0.0120\) a.u., while the sum of \(|R_n|\) over all states is 0.144 a.u. The sum of \(R_n\) over all states is zero to rounding in the length form and \(5\times10^{-9}\) a.u. in the velocity form.

The first of these zeros says nothing about convergence. The basis contains complete shells of an isotropic oscillator, and \(\mathbf L\) about its centre does not lead out of a shell. Hence \(\mathbf m|0\rangle\) lies inside the basis, the closure step of part (e) holds at any truncation, and \(\mathbf r\cdot\mathbf L=0\) does the rest. The velocity sum has no such protection. It is \(1.0\times10^{-3}\) a.u. in the small basis and approaches zero as the basis becomes complete. In an approximate calculation, origin independence and the sum rule are thus separate properties.

### (i) Two coupled oscillators

Two distinguishable electrons are bound harmonically to sites \(\mathbf R_1=(0,0,-d/2)\) and \(\mathbf R_2=(0,0,d/2)\), with displacements \(\mathbf s_1,\mathbf s_2\). Exchange and transfer of electrons between the sites are left out. The potential is \(\tfrac12\mathbf s^{T}K\mathbf s\), where \(\mathbf s\) collects the six displacements. Find the rotatory strengths and verify (6).

**Solution.** Let the orthonormal eigenvectors of \(K\) have parts \(\mathbf U_{1k},\mathbf U_{2k}\) on the two sites and eigenvalues \(\Omega_k^2\). With normal coordinates \(q_k\) and momenta \(\pi_k\),

\[
\mathbf s_j=\sum_k\mathbf U_{jk}q_k,\qquad \mathbf p_j=\sum_k\mathbf U_{jk}\pi_k .
\]

The dipole is linear in the \(q_k\), so from the ground state it reaches states with one quantum and no others. All other states have \(R=0\). For one quantum in mode \(k\),

\[
\langle0|q_k|k\rangle=\frac1{\sqrt{2\Omega_k}},\qquad \langle k|\pi_k|0\rangle=i\sqrt{\frac{\Omega_k}2}.
\]

In \(\mathbf L=\sum_j(\mathbf R_j+\mathbf s_j)\times\mathbf p_j\) the part \(\mathbf s_j\times\mathbf p_j\) is bilinear. It changes the number of quanta by an even number and does not contribute. Therefore

\[
R_k=\mathrm{Im}\!\left[\left(-\sum_i\frac{\mathbf U_{ik}}{\sqrt{2\Omega_k}}\right)\!\cdot\!\left(-\frac i2\sqrt{\frac{\Omega_k}{2}}\sum_j\mathbf R_j\times\mathbf U_{jk}\right)\right]
=\frac14\sum_{i,j}\mathbf U_{ik}\cdot(\mathbf R_j\times\mathbf U_{jk}).
\]

The terms \(i=j\) vanish. The other two are \(\mathbf R_2\cdot(\mathbf U_{2k}\times\mathbf U_{1k})\) and \(\mathbf R_1\cdot(\mathbf U_{1k}\times\mathbf U_{2k})\), so

\[
R_k=\tfrac14(\mathbf R_2-\mathbf R_1)\cdot(\mathbf U_{2k}\times\mathbf U_{1k}).
\tag{9}
\]

Only the separation of the sites enters, so the origin has dropped out. A mode is optically active when the two electrons move along different directions that are not coplanar with the line joining the sites.

The six eigenvectors form an orthogonal matrix, whose rows are orthonormal as well. Rows that belong to different sites give \(\sum_kU_{2k,a}U_{1k,b}=0\) for all \(a,b\). Hence \(\sum_k\mathbf U_{2k}\times\mathbf U_{1k}=0\) and \(\sum_kR_k=0\). Here the two-electron terms of part (e) are at work.

For numbers, take \(d=6\) bohr and site frequencies 0.28, 0.24 and 0.26 hartree along \(x,y,z\), with the axes of site 2 turned by 45° about \(z\). The dipole–dipole coupling matrix is \(\mathrm{diag}(1,1,-2)/d^3\). The results are:

| \(k\) | \(\Omega_k\) (hartree) | \(R_k\) (a.u.) |
|---|---|---|
| 1 | 0.2323 | +0.392 |
| 2 | 0.2415 | 0 |
| 3 | 0.2453 | −0.703 |
| 4 | 0.2754 | +0.703 |
| 5 | 0.2772 | 0 |
| 6 | 0.2865 | −0.392 |

Modes 2 and 5 move along \(z\) on both sites, so their cross product vanishes. The other four cancel in pairs. The program tests (9) against diagonalization of the two-electron Hamiltonian, with \(R\) computed from its definition.

If the coupling is made very weak at fixed \(d\), equal site frequencies still mix fully. The modes near 0.28 hartree then have \(\mathbf U_{1k}\) and \(\mathbf U_{2k}\) of length \(1/\sqrt2\) at 45° to each other, in phase or out of phase. Equation (9) gives

\[
R=\pm\frac d4\cdot\frac12\sin45^\circ=\pm0.53\ \text{a.u.}
\]

The strengths stay finite while the splitting of the pair goes to zero. Two bands of opposite sign then overlap, and the observable difference in absorption disappears.

## Computed results

```
speed of light: 137.036 a.u.
trap frequency 0.2, basis frequency 0.4 hartree
well exponent: 0.3 bohr^-2
well centre [ 2.  0. -3.] bohr, depth 0.8 hartree
well centre [ 0.  2. -1.] bohr, depth 0.6 hartree
well centre [-2.  0.  1.] bohr, depth 0.6 hartree
well centre [ 0. -2.  3.] bohr, depth 0.7 hartree
origin A [0. 0. 0.], origin B [ 10. -10.   5.] bohr
small basis: up to 3 quanta, 20 functions
large basis: up to 18 quanta, 1330 functions
ground energy, large basis: 0.00085 hartree
Large basis, R in a.u.: n, omega (hartree), length A, length B, velocity
  1 0.15883 +0.00428 +0.00428 +0.00428
  2 0.26628 -0.02541 -0.02541 -0.02541
  3 0.34620 +0.04136 +0.04137 +0.04136
  4 0.43957 -0.00116 -0.00116 -0.00116
  5 0.45090 -0.03105 -0.03105 -0.03105
Small basis, R in a.u.: n, omega, length A, length B, velocity A, B
  1 0.17039 +0.00040 -0.06725 +0.00349 +0.00349
  2 0.28954 -0.01502 -0.01515 -0.01558 -0.01558
  3 0.36021 +0.02380 +0.12596 +0.02089 +0.02089
  4 0.54321 -0.01898 -0.03221 -0.01877 -0.01877
  5 0.55602 +0.00065 -0.00088 +0.00109 +0.00109
largest |P - i omega r|, small basis: 3.03e-02 a.u.
largest |P - i omega r|, large basis: 1.58e-07 a.u.
sum of R, first 5 states, large, length: -0.01197 a.u.
sum of R, all states, large, length: -2.1e-16 a.u.
sum of R, all states, large, velocity: +5.0e-09 a.u.
sum of R, all states, small, velocity: +0.00100 a.u.
sum of |R|, all states, large, length: 0.14414 a.u.
strongest of first 5: n = 3, R = +0.04136 a.u.
  the same R: +19.50 x 1e-40 esu^2 cm^2
  dipole strength D, velocity form: 1.23871 a.u.
  g from plane waves: +9.747336e-04 (no unit)
  g from 4R/(cD):     +9.747378e-04 (no unit)
pair: distance 6.0 bohr, twist 45 degrees
pair: site frequencies [0.28 0.24 0.26] hartree
pair basis: up to 5 quanta, 462 functions
Pair: mode, omega (hartree), R diagonalized, R normal-mode (a.u.)
  1 0.23225 +0.39228 +0.39228
  2 0.24154 -0.00000 -0.00000
  3 0.24527 -0.70329 -0.70329
  4 0.27539 +0.70329 +0.70329
  5 0.27724 +0.00000 +0.00000
  6 0.28646 -0.39228 -0.39228
pair: sum of R over all states: -1.2e-16 a.u.
```
